# Skin depth of copper at 10 GHz and current in narrow lines

**Question.** How deep does a 10 GHz field penetrate copper at room temperature? Does the skin effect then disturb the current in an isolated interconnect line 20 nm wide, and how does the disturbance scale with frequency, resistivity and line size?

**Answer.** The penetration depth follows from the field equation in a large piece of metal. The line needs its own argument, because its width is only one of its two transverse dimensions.

## The depth in bulk copper

Take a non-magnetic metal with local Ohm's law, $\mathbf J=\sigma\mathbf E$: the current density at a point is set by the field at that point. Fields vary as $e^{-i\omega t}$. If the displacement current is neglected, Maxwell's equations read

$$\nabla\times\mathbf E=i\omega\mathbf B,\qquad \nabla\times\mathbf B=\mu_0\sigma\mathbf E .$$

Take the curl of the first equation and insert the second. Since $\nabla\cdot\mathbf E=0$ inside the uniform metal, $\nabla\times(\nabla\times\mathbf E)=-\nabla^2\mathbf E$, and so

$$\nabla^2\mathbf E=-i\omega\mu_0\sigma\,\mathbf E .$$

Let the metal fill $x>0$, with a field parallel to the surface that depends on $x$ alone. The trial form $E=E_0e^{-qx}$ requires $q^2=-i\omega\mu_0\sigma$. Because $(1-i)^2=-2i$, the root that decays into the metal is

$$q=\frac{1-i}{\delta},\qquad \delta=\sqrt{\frac{2}{\mu_0\sigma\omega}} .$$

The amplitude falls by a factor $e$ over the skin depth $\delta$, while the phase shifts by one radian. In atomic units $4\pi\varepsilon_0=1$, and $\mu_0\varepsilon_0=1/c^2$ then gives $\mu_0=4\pi/c^2$. Therefore

$$\delta=\frac{c}{\sqrt{2\pi\sigma\omega}} .$$

For copper, take a rough room-temperature resistivity $\rho=1/\sigma=1.7\ \mu\Omega\,$cm. In atomic units $\sigma=12.788$, $\omega=1.5198\times10^{-6}$ at 10 GHz, and $c=137.036$, so

$$\delta=\frac{137.036}{\sqrt{2\pi(12.788)(1.5198\times10^{-6})}}=12401\ \text{bohr}.$$

This is 0.656 µm, or about 6600 Å. A finite-difference solution of the field equation gives the same $1/e$ depth, 0.6562 µm. The input resistivity does not justify four digits: "about 0.66 µm" is the proper statement. Since $\delta\propto\sqrt{\rho/\omega}$, a small relative error in $\rho$ produces half that relative error in $\delta$.

Two assumptions can be sized at once. The ratio of displacement to conduction current is $\omega\varepsilon_0/\sigma=9.5\times10^{-9}$. Local Ohm's law needs a field that changes little over an electron's mean free path $l$. A free-electron estimate, derived below, gives $l=38.5$ nm, so $l/\delta=0.059$. The classical depth is therefore a reasonable estimate for bulk copper at this frequency.

## The field inside a line

The line is 20 nm wide, so $w/\delta=0.03$. This suggests a uniform current, but it says nothing about the height $t$. To include both dimensions, consider a long straight line along $z$ with a rectangular cross-section of area $A=wt$ and a distant return current. Keep local Ohm's law for now.

The axial field is $E_z=-\partial\phi/\partial z+i\omega A_z$, where $\phi$ is the scalar potential and $A_z$ the vector potential. Neglect the small sideways current that charges the line's capacitance; for the 20 nm by 40 nm line used below and a capacitance of 0.1–0.2 fF/µm, it changes the field equation by less than $10^{-4}$ of the skin-effect term. The transverse electric field then vanishes in the metal. With $\mathbf A$ along $z$, this makes $\phi$ constant over each cross-section. The term $-\partial\phi/\partial z$ is thus a uniform drive, and any variation of $E_z$ comes from $A_z$.

A long filament carrying current $I$ has $B=\mu_0I/(2\pi r)$ and hence $A_z=-(\mu_0I/2\pi)\ln(r/r_0)$, with an arbitrary length $r_0$. Sum over the filaments that make up the line and multiply the field by $\sigma$. Since $\mu_0\sigma\omega=2/\delta^2$, the prefactor is $-i\mu_0\sigma\omega/2\pi=-i/(\pi\delta^2)$:

$$J(\mathbf r)=J_{\rm d}-\frac{i}{\pi\delta^2}\int J(\mathbf r')\ln\frac{|\mathbf r-\mathbf r'|}{r_0}\,dA' .$$

Here $J_{\rm d}$ is the uniform current density due to the drive. A different $r_0$ adds a constant to the integral term, which can be absorbed in $J_{\rm d}$. The shape of the current profile does not depend on it.

## How large is the variation?

Choose $r_0$ comparable to the size of the cross-section. The integral term is then of relative order $A/\delta^2$. If this is small, uniform $J$ may be inserted on the right to leading order. What remains is the geometric function

$$\Phi(\mathbf r)=\int\ln\frac{|\mathbf r-\mathbf r'|}{r_0}\,dA' .$$

Its difference between corner and centre can be found without evaluating the integral. Seen from the centre, the rectangle consists of four equal quarters:

$$\Phi(\text{centre})=4\int_0^{w/2}\!\!\int_0^{t/2}\ln\frac{\sqrt{x^2+y^2}}{r_0}\,dy\,dx .$$

Set $x=X/2$ and $y=Y/2$. The area element contributes a factor $1/4$, which cancels the 4, and the logarithm loses $\ln2$:

$$\Phi(\text{centre})=\int_0^w\!\!\int_0^t\left[\ln\frac{\sqrt{X^2+Y^2}}{r_0}-\ln2\right]dY\,dX=\Phi(\text{corner})-A\ln2 .$$

The last integral without its $\ln2$ is the full rectangle seen from a corner. The result holds for any aspect ratio. To leading order in $A/\delta^2$,

$$\frac{J(\text{corner})}{J(\text{centre})}=1-i\varepsilon,\qquad \varepsilon=\frac{\ln2}{\pi}\,\frac{A}{\delta^2} .$$

With the time factor, $(1-i\varepsilon)e^{-i\omega t}\approx e^{-i(\omega t+\varepsilon)}$. The corner current leads the centre current by the phase $\varepsilon$, and the magnitude has no first-order change. Since $1/\delta^2\propto\omega/\rho$, the phase lead scales as $\omega A/\rho$.

For a line 20 nm wide and 40 nm high, $A=800$ nm² and $A/\delta^2=1.858\times10^{-3}$. Hence

$$\varepsilon=\frac{0.693}{3.142}\times1.858\times10^{-3}=4.1\times10^{-4}\ \text{rad}.$$

A numerical solution of the full integral equation gives the same phase lead. It also gives a current magnitude at the corner that exceeds the centre value by a fraction $5.5\times10^{-8}$. This cannot be read from $|1-i\varepsilon|$ alone, because the second-order correction to $J$ contributes at the same order.

## What it does to the resistance

The dissipated power per unit length is $\tfrac12\int|J|^2dA/\sigma$, and it equals $\tfrac12R_{\rm ac}|\int J\,dA|^2$. The dc resistance per length is $R_{\rm dc}=1/(\sigma A)$. With angle brackets for the average over the cross-section,

$$\frac{R_{\rm ac}}{R_{\rm dc}}=\frac{\langle|J|^2\rangle}{|\langle J\rangle|^2} .$$

Write $J=\langle J\rangle(1+\eta)$, where $\langle\eta\rangle=0$. The terms linear in $\eta$ average to zero, leaving

$$\frac{R_{\rm ac}}{R_{\rm dc}}=1+\langle|\eta|^2\rangle,\qquad \eta\simeq-\frac{i}{\pi\delta^2}\left(\Phi-\langle\Phi\rangle\right).$$

The variance of $\Phi$ can be bounded. Its slope along $x$ is

$$\frac{\partial\Phi}{\partial x}=\int\frac{x-x'}{|\mathbf r-\mathbf r'|^2}\,dA' .$$

For a point right of the centre, the sources at equal distances to its left and right cancel. The unpaired sources lie to its left and make the slope positive. The same argument applies along $y$. Thus $\Phi$ is smallest at the centre and largest at the corners, with total range $A\ln2$. No value lies farther than half the range from the midpoint of the range, and the mean square deviation is smallest when taken about the mean. The variance is therefore at most $(A\ln2)^2/4$, so to leading order

$$\frac{R_{\rm ac}}{R_{\rm dc}}-1\le\frac{\varepsilon^2}{4} .$$

For the example the bound is $4.2\times10^{-8}$, and the solved value is $9.1\times10^{-9}$ once the mesh is converged (the $10\times20$ mesh of the output below gives $8.9\times10^{-9}$, about 2% low). At fixed shape, the excess scales as $(\omega A/\rho)^2$ in this small-area regime.

## When a narrow line still shows crowding

Keep the width, frequency and resistivity fixed, but raise the height to 200 µm. The area grows by a factor 5000, and the formula gives $\varepsilon=5000\times4.1\times10^{-4}=2.05$. The first-order result no longer applies. The full solution gives a corner current density 2.40 times the central one in magnitude, although the plate is as thin as before.

The reason is that the magnetic field circulates around the whole plate. With a distant return, the vector potential is larger at its middle than at its far ends, and so is the induced field $i\omega A_z$, which opposes the change of the current. For small $\varepsilon$ the extra induced field at the middle is in quadrature with the current and only shifts its phase. For the plate it lies at about 120° to the mean current, so part of it reduces the current at the middle relative to the ends. A nearly uniform current in this local model thus requires small $\varepsilon\approx0.22\,wt/\delta^2$, not merely $w\ll\delta$. Even at $wt=\delta^2$ the corner magnitude exceeds the central one by only 1–3%, depending on the aspect ratio.

A nearby line removes the isolation. Let an equal line at centre distance $s$ carry the opposite current, and treat it as a filament. Its term in the integral equation has the opposite sign, $+(i/\pi\delta^2)JA\ln(|\mathbf r-\mathbf r_s|/r_0)$, where $\mathbf r_s$ is its position. The distances from the filament to the two edges are $s-w/2$ and $s+w/2$, so the edge-to-edge change relative to $J$ has magnitude

$$\frac{A}{\pi\delta^2}\ln\frac{s+w/2}{s-w/2} .$$

At 40 nm pitch this is $(1.858\times10^{-3}/\pi)\ln(50/30)=3.0\times10^{-4}$. The neighbour is not thin at this distance: integrating over its actual cross-section gives $2.8\times10^{-4}$ at mid-height. One such neighbour produces an effect of the same order as the line's own, and both are small.

## Is the current then uniform?

It is uniform as far as the skin effect in the local model is concerned. Inside so narrow a line, however, local Ohm's law itself fails. Assume one free conduction electron per atom and a rough fcc lattice constant of 3.6 Å. Four atoms per cube give a density $n=4/(3.6)^3=0.0857$ Å$^{-3}$. In atomic units the Fermi velocity is $v_F=(3\pi^2n)^{1/3}$ and the collision time is $\tau=\sigma/n$. These give $1.58\times10^6$ m/s and 24.3 fs, so $l=v_F\tau=38.5$ nm, nearly twice the line width. These are free-electron values; copper's real Fermi surface changes $v_F$ and $\tau$ separately, so numbers below that depend on $\tau$ alone, such as $\omega\tau$ and the inertia phase, are rough.

Suppose the walls scatter electrons fully diffusely, so that an electron leaves a wall with no memory of its drift. An electron that has travelled a distance $d$ from the wall has been accelerated for at most the time $d/v_F$. Its mean acceleration time since the last collision or wall contact is

$$\int_0^{d/v_F}e^{-s/\tau}\,ds=\tau\left(1-e^{-d/l}\right),$$

where $s$ is now a time. Both the momentum shift's effect on the occupation of a direction $\mathbf n$ and the current carried by that direction are proportional to $n_z$. The weight is therefore $n_z^2$, whose average over directions is $1/3$. Normalizing to the bulk gives

$$\frac{\sigma(\mathbf r)}{\sigma}=\frac{3}{4\pi}\int n_z^2\left(1-e^{-d(\mathbf r,\mathbf n)/l}\right)d\Omega .$$

For the 20 nm by 40 nm line, this dc response to a uniform field is 0.52 of the bulk conductivity at the centre and 0.33 at the middle of a side wall. The current density at that wall is thus 0.63 of the central value. This variation is present at zero frequency and is far larger than the skin effect. At 10 GHz $\omega\tau=1.5\times10^{-3}$, so the dc response remains a good approximation for these magnitudes. It does not fix phases at the level of $\varepsilon$: since $\omega\tau>\varepsilon$, electron inertia in this model makes the corner current lag the central one by about $3\times10^{-4}$ rad, opposite in sign to the skin-effect lead and of similar size. The phase lead found above therefore belongs to the local model only.

The average conductivity is 0.42 of the bulk value (the coarse cell-centre average in the output below rounds to 0.43), which corresponds to a line resistivity of 4.0 µΩ cm. For a given drive the line carries less current, and its induced field falls in proportion. The relative variation of the electric field across the line is then roughly $0.42\times4.1\times10^{-4}\approx2\times10^{-4}$. This is an estimate, since the non-uniform profile also alters the factor $\ln2$.

## Against a real interconnect

The chosen cross-section is in the range of narrow copper lines on chips, and 10 GHz is a plausible frequency for signal components. Real lines break the assumption of bulk resistivity most strongly. Fully diffuse walls raise it by a factor of about 2.4 in this model; partly specular walls would raise it less, while grain boundaries, left out here, would raise it further. A 2 nm liner on both sides and the bottom leaves 0.76 of the area for copper. With bulk resistivity held fixed and liner current neglected, this lowers $\varepsilon$ by the same factor. At 378 K, assuming $\rho\propto T$, the bulk skin depth grows to 0.75 µm; copper's resistivity rises somewhat faster than $T$ in this range, which gives about 0.76 µm. Each of these changes weakens the skin effect.

Large lines are different. At 10 GHz and bulk resistivity, a copper line 1 µm by 1 µm has 1250 times the area of the example, and the formula gives $\varepsilon\approx0.5$. The current is then visibly non-uniform: the full solution gives a corner phase lead of about 0.50 rad, a corner magnitude about 7% above the centre, and a resistance excess of about 1.3%. The leading-order formulas for the phase and the resistance still hold to a few percent at this size; at $\varepsilon\approx2$, as for the tall plate, they fail and the distribution must be solved in full. The numerical output below lists the values for the narrow line and the tall plate.

## Computed values

```
Input resistivity (rough): 1.7 uOhm cm
Input lattice constant (rough): 3.6 angstrom
Input frequency: 10 GHz
Input temperature: 293 K
Input line width, height: 20, 40 nm
Conductivity: 12.788 atomic units
Angular frequency: 1.5198e-06 atomic units
Speed of light: 137.036 atomic units
Skin depth: 12401 bohr
Skin depth, formula: 0.6562 um
Skin depth, formula: 6562 angstrom
Skin depth, finite differences: 0.6562 um
Width / skin depth: 0.0305 (no unit)
Line area: 800 nm^2
Area / skin depth squared: 1.858e-03 (no unit)
Corner phase lead eps, formula: 4.099e-04 rad
Corner phase lead, solved: 4.099e-04 rad
Corner/centre |J| minus 1, solved: 5.49e-08 (no unit)
AC/DC resistance minus 1, solved: 8.93e-09 (no unit)
Bound eps^2/4 on that excess: 4.20e-08 (no unit)
Tall plate height, same width: 200 um
Tall plate eps (first order fails): 2.05 (no unit)
Tall plate corner/centre |J|, solved: 2.40 (no unit)
Neighbour pitch: 40 nm
Neighbour: edge-to-edge change, formula: 3.02e-04 (no unit)
Neighbour: outer-cell change, formula: 2.71e-04 (no unit)
Neighbour: outer-cell change, solved: 2.53e-04 (no unit)
Electron density: 0.0857 per cubic angstrom
Fermi velocity: 1.58e+06 m/s
Collision time: 24.3 fs
Mean free path: 38.5 nm
Mean free path / skin depth: 0.059 (no unit)
Mean free path / width: 1.92 (no unit)
omega * collision time: 1.53e-03 (no unit)
Displacement / conduction current: 9.5e-09 (no unit)
Diffuse walls, centre conductivity / bulk: 0.52 (no unit)
Diffuse walls, mid-side conductivity / bulk: 0.33 (no unit)
Diffuse walls, mid-side / centre current: 0.63 (no unit)
Diffuse walls, mean conductivity / bulk: 0.43 (no unit)
Diffuse walls, line resistivity: 4.0 uOhm cm
Hot operating temperature: 378 K
Skin depth when hot (resistivity ~ T): 0.75 um
Liner thickness: 2 nm
Copper area fraction with liner: 0.76 (no unit)
```
